\section*{Acoustic branches and heat capacity of a free wire or nanotube}

\section{The question}

A bulk crystal has three acoustic branches, one for each direction in which it can be shifted. A free wire or nanotube has four, and two of them are quadratic in the wave number $q$. A straight wire breaks three translations and three rotations, so why are there not six branches? Why are two of the four quadratic, and what does this do to the heat capacity at low temperature?

Take an infinitely long straight wire along $z$, periodic with period $a$, in the harmonic approximation. It touches nothing and carries no tension. Its cross-section has nonzero width and is rigid in this sense: every periodic displacement costs energy, apart from rigid motions of the whole wire.

\section{Why four branches}

An acoustic branch starts at $q=0$ from a displacement that repeats in every cell and costs no energy. The three translations qualify. So does a rotation by $\varphi$ about the axis, $\mathbf u=\varphi(-y,x,0)$, which is the same in every cell. A rotation by $\theta$ about the $y$ axis is
\begin{equation}
\mathbf u=\theta\,(z,0,-x).
\label{eq:rot}
\end{equation}
It grows with $z$ and is not a $q=0$ mode. The same holds for rotation about $x$. This leaves four zero modes, hence four acoustic branches. In a single file of point atoms the axial rotation moves nothing, and the twist branch is absent.

The two transverse rotations are contained in the bending waves. Let $w(z)$ be the displacement of the axis along $x$ and $\theta(z)$ the tilt of the cross-section, so that $u_z=-x\theta$. By Eq.~(\ref{eq:rot}), a uniform state with $\theta=w'$ is a rigid rotation and costs nothing. The energy can therefore contain the mismatch $w'-\theta$ and the gradient of $\theta$:
\begin{equation}
\frac{E}{L}=\tfrac12K(w'-\theta)^2+\tfrac12D\theta'^2 .
\end{equation}
Here $K$ is the shear stiffness and $D$ the bending stiffness. With mass per length $\mu$ and moment of inertia per length $I$ about the transverse axis, the equations of motion are
\begin{equation}
\mu\ddot w=K(w''-\theta'),\qquad I\ddot\theta=K(w'-\theta)+D\theta'' .
\end{equation}
For amplitudes $W,\Theta$ times $e^{i(qz-\omega t)}$ they become
\begin{align}
(Kq^2-\mu\omega^2)W&=-iqK\Theta,\\
(K+Dq^2-I\omega^2)\Theta&=iqKW. \label{eq:lock}
\end{align}
Eliminating $\Theta$ gives
\begin{equation}
(Kq^2-\mu\omega^2)(K+Dq^2-I\omega^2)=K^2q^2 .
\end{equation}
At $q=0$ the roots are $\omega=0$ and $\omega^2=K/I$. A tilt without a slope is thus a gapped mode, not a further acoustic branch. On the lower branch the terms $K^2q^2$ cancel, and the leading remainder is $KDq^4=K\mu\omega^2$:
\begin{equation}
\omega=\alpha q^2,\qquad \alpha=\sqrt{D/\mu}.
\end{equation}
Equation~(\ref{eq:lock}) then gives $\Theta\simeq iqW$: the tilt follows the slope.

\section{Why two linear and two quadratic}

The reason is the absence of a term $w'^2$ once $\theta$ follows $w'$. A uniform slope is a rigid rotation, so the first deformation that costs energy is the curvature $w''$. Stretch and twist have no such protection: a uniform $u'$ lengthens the wire and a uniform $\varphi'$ twists it, where $u$ is the displacement along $z$.

The count survives couplings between these strains, as in a chiral tube. Collect $\mathsf a=(u,\varphi)$ and the two transverse displacements $\mathsf w=(w_1,w_2)$. Assume that every uniform combination of stretch, twist and bending costs energy. The leading energy is then a positive quadratic form in $\mathsf a'$ and $\mathsf w''$, with stiffness blocks $S_{AA}$, $S_{A\kappa}=S_{\kappa A}^T$ and $S_{\kappa\kappa}$, already minimized over deformations of the cross-section. Measure $\varphi$ about the line of centres of mass, so that the leading kinetic energy has no cross terms, and let $M=\mathrm{diag}(\mu,J)$, with $J$ the axial moment of inertia per length. Since $\mathsf a'=iq\mathsf a$ and $\mathsf w''=-q^2\mathsf w$,
\begin{align}
\omega^2M\mathsf a&=q^2S_{AA}\mathsf a+iq^3S_{A\kappa}\mathsf w,\label{eq:a}\\
\mu\omega^2\mathsf w&=q^4S_{\kappa\kappa}\mathsf w-iq^3S_{\kappa A}\mathsf a.\label{eq:w}
\end{align}
If $\omega^2\propto q^2$, Eq.~(\ref{eq:w}) makes $\mathsf w$ of order $q\mathsf a$. The coupling in Eq.~(\ref{eq:a}) is then of order $q^4$ and drops out. What remains, $\omega^2M\mathsf a=q^2S_{AA}\mathsf a$, gives two linear branches. If $\omega^2\propto q^4$, the left side of Eq.~(\ref{eq:a}) is negligible and $\mathsf a=-iqS_{AA}^{-1}S_{A\kappa}\mathsf w$. Inserting this in Eq.~(\ref{eq:w}), with $(-i)(-i)=-1$, gives
\begin{equation}
\mu\omega^2\mathsf w=q^4\left(S_{\kappa\kappa}-S_{\kappa A}S_{AA}^{-1}S_{A\kappa}\right)\mathsf w .
\end{equation}
The bracket is the bending stiffness after stretch and twist have relaxed. It is positive because the full form is, so there are two quadratic branches. Without coupling, the linear speeds are $v_L=\sqrt{Y/\mu}$ and $v_T=\sqrt{G/J}$, with stretch stiffness $Y$ and twist stiffness $G$.

Tension shows what the quadratic law rests on. A wire of fixed arc length with slope $w'$ draws its ends together by $\int\frac12w'^2dz$, which costs the work $F\int\frac12w'^2dz$ against a pulling force $F$. The force selects a direction in space, a uniform slope is no longer free, and
\begin{equation}
\omega^2=\frac F\mu q^2+\frac D\mu q^4 .
\label{eq:tension}
\end{equation}
The branch is still gapless, by translation, but it starts linearly with speed $v_F=\sqrt{F/\mu}$.

\section{From branches to heat capacity}

Differentiating the Bose energy $\hbar\omega/(e^x-1)$ of each mode with respect to $T$, with $x=\hbar\omega/k_BT$, gives
\begin{equation}
\frac CL=k_B\sum_{\rm branches}\int\frac{dq}{2\pi}\,\frac{x^2e^x}{(e^x-1)^2}.
\end{equation}
The integrals follow from $e^x/(e^x-1)^2=\sum_{n\ge1}ne^{-nx}$:
\begin{equation}
\int_0^\infty\frac{x^se^x}{(e^x-1)^2}dx=\sum_{n\ge1}n\,\frac{\Gamma(s+1)}{n^{s+1}}=\Gamma(s+1)\,\zeta(s),\quad s>1.
\end{equation}
At low $T$ the limits in $q$ may be taken to infinity, and the two signs of $q$ give a factor 2. For a linear branch $dq=(k_BT/\hbar v)\,dx$, so $s=2$ and the integral is $2\cdot\pi^2/6$:
\begin{equation}
\left.\frac CL\right|_{\rm lin}=\frac{k_B}{\pi}\,\frac{k_BT}{\hbar v}\,\frac{\pi^2}{3}=\frac{\pi k_B^2T}{3\hbar v}.
\end{equation}
For a bending branch $q=(k_BTx/\hbar\alpha)^{1/2}$ and $dq=\frac12(k_BT/\hbar\alpha)^{1/2}x^{-1/2}dx$. Now $s=3/2$ and $\Gamma(5/2)=3\sqrt\pi/4$:
\begin{equation}
\left.\frac CL\right|_{\rm bend}=\frac{k_B}{2\pi}\sqrt{\frac{k_BT}{\hbar\alpha}}\;\frac{3\sqrt\pi}{4}\zeta(\tfrac32)
=\frac{3\zeta(3/2)}{8\sqrt\pi}\,k_B\sqrt{\frac{k_BT}{\hbar\alpha}} .
\end{equation}
Summing the four branches,
\begin{equation}
\frac CL=A\,T^{1/2}+B\,T+O(T^{3/2}).
\label{eq:law}
\end{equation}
The heat capacity counts, up to factors of order one, the wave numbers with $\hbar\omega<k_BT$. Their range grows as $T^{1/2}$ for bending and as $T$ for linear branches, so bending dominates as $T\to0$. Equation~(\ref{eq:law}) counts lattice vibrations only; in a metallic wire the conduction electrons add a further term linear in $T$. The first correction comes from the next term of the bending dispersion, $\omega=\alpha q^2(1-cq^2)$. Inverted, it adds to $dq$ a part proportional to $\omega^{1/2}d\omega$, hence a term in $T^{3/2}$. In a chiral tube the bracket may also contain a term odd in $q$. To first order it cancels between $q$ and $-q$, and to second order it again gives $T^{3/2}$.

\section{A tube of springs}

Consider a model tube of hexagonal rings of six atoms of mass $m$, with side $a$ and ring spacing $a$. Equal springs $k$ at rest length join all pairs within a ring, vertical neighbours, and both diagonals of each side face. The stiffnesses follow from the energy per ring, $E_1$, divided by $a$.

\emph{Stretch} $\varepsilon$. Let each ring expand radially by $\rho$. Vertical springs lengthen by $\varepsilon a$ and the 12 diagonals by $(\varepsilon a+\rho)/\sqrt2$. In the ring, the six sides lengthen by $\rho$, the six second-neighbour springs by $\sqrt3\rho$ and the three diameters by $2\rho$:
\begin{equation}
E_1=\tfrac k2\left[6\varepsilon^2a^2+6(\varepsilon a+\rho)^2+36\rho^2\right].
\end{equation}
The minimum is at $\rho=-\varepsilon a/7$, which gives $Y=\frac{78}{7}ka$.

\emph{Twist} $\tau$. The upper ring moves tangentially by $\tau a^2$ relative to the lower one. The diagonals change by $\pm\frac{1}{\sqrt2}\frac{\sqrt3}{2}\tau a^2$, with opposite signs for the two senses. The forces on each atom cancel, so nothing relaxes. From $E_1=\frac k2\cdot12\cdot\frac38\tau^2a^4$ one has $G=\frac92ka^3$.

\emph{Bending} $\kappa$. Uniform curvature is $u_x=\kappa z^2/2$, $u_z=-\kappa xz$. An atom at angle $\phi$ has $x=a\cos\phi$, and its vertical spring changes by $-\kappa ax$, with $\sum x^2=3a^2$. A diagonal over a side whose midpoint has $x=X$ changes by $-\kappa aX/\sqrt2$. By symmetry the ring relaxes in its plane with a $\cos\phi$ pattern. Up to a translation this is a radial displacement $p\cos\phi$. It lengthens a side by $pX/a$, adds $pX/(a\sqrt2)$ to each diagonal over it, lengthens a second-neighbour spring by $\frac{\sqrt3}{2}p\cos\phi_m$ ($\phi_m$ is the angle midway between its ends), and leaves the diameters unchanged. With $\sum X^2=\frac94a^2$ over the sides and $\sum\cos^2\phi_m=3$,
\begin{equation}
E_1=\tfrac k2\left[3\kappa^2a^4+\tfrac94(p-\kappa a^2)^2+\tfrac94p^2+\tfrac94p^2\right].
\end{equation}
The minimum is at $p=\kappa a^2/3$. The last three terms then sum to $\frac32\kappa^2a^4$, and $D=\frac92ka^3$.

Choose the illustrative values $m=50$ u, $k=20$ N/m and $a=0.25$ nm, which are not fitted to a real tube. Then $\mu=6m/a=1.993\times10^{-15}$ kg/m, $J=\mu a^2$, $Y=5.571\times10^{-8}$ N and $D=1.406\times10^{-27}$ N\,m$^2$, so that
\begin{align}
v_L&=\sqrt{\frac{5.571\times10^{-8}}{1.993\times10^{-15}}}\ \text{m/s}=5288\ \text{m/s},\\
\alpha&=\sqrt{\frac{1.406\times10^{-27}}{1.993\times10^{-15}}}\ \text{m}^2/\text{s}=8.40\times10^{-7}\ \text{m}^2/\text{s}.
\end{align}
Since $G=D$ and $J=\mu a^2$, $v_T=\alpha/a=3360$ m/s. With two equal bending branches, Eq.~(\ref{eq:law}) has $A=436.4\,k_B/(\mu\text{m}\,\text{K}^{1/2})$ and $B=66.7\,k_B/(\mu\text{m}\,\text{K})$. At 1 K,
\begin{equation}
\frac CL\simeq(436.4+66.7)\,\frac{k_B}{\mu\text{m}}=503\,\frac{k_B}{\mu\text{m}},
\end{equation}
of which bending supplies 87\%. Numerical integration over all 18 branches of the spring lattice gives $510\,k_B/\mu$m, or $7.04\times10^{-15}$ J/(K\,m). The two-term law is 1.4\% below this value at 1 K and 10\% below the lattice value at 10 K.

The local exponent $d\ln C/d\ln T$ of the lattice result is 0.52 at 0.1 K, 0.58 at 1 K and 0.77 at 10 K. The pure power $\frac12$ is a limit, approached slowly because the linear term is smaller by only a factor $T^{1/2}$. The two-term law alone gives 0.52, 0.57 and 0.66 at these temperatures; most of the remainder comes from the $T^{3/2}$ term. The two terms would be equal at $(A/B)^2=43$ K, but there the neglected terms matter, so this model has no clean regime of linear $C$.

\section{Where the square root ends}

\emph{Gapped modes.} In this tube the lowest gapped frequency, found numerically over the zone, corresponds to 118.5 K. It is the tilt mode at $q=0$. Well below that temperature the gapped modes are frozen out exponentially.

\emph{Tension.} The two terms of Eq.~(\ref{eq:tension}) are equal at $q^2=F/D$, where $\sqrt{F/\mu}\,q=F/\sqrt{\mu D}$. The crossover is at $T_F=\hbar F/(k_B\sqrt{\mu D})$. A pull of 0.10 nN gives $T_F=0.46$ K and $v_F=224$ m/s. Far below $T_F$ all four branches are linear and $C\propto T$. At 0.005 K the lattice calculation gives $6.4\,k_B/\mu$m for the stretched tube and $31.2\,k_B/\mu$m for the free one.

\emph{Finite length.} The sum over $q$ is an integral only if $k_BT$ far exceeds the level spacing of the branch concerned. Take bending first. For a free wire of length $L$, the even solution about its middle is $w=P\cos(sz/L)+Q\cosh(sz/L)$, with $\omega=\alpha(s/L)^2$. Zero moment and zero force at the ends, $w''=w'''=0$, require $\tan(s/2)+\tanh(s/2)=0$, whose lowest positive root is $s=4.730$. For $L=1\ \mu$m this level lies at $\hbar\omega/k_B=0.14$ mK. The linear branches of a free wire have $q=n\pi/L$, so their levels are spaced by $\pi\hbar v/(k_BL)$, which is 0.08 K for twist and 0.13 K for stretch. The term $BT$ therefore requires a much higher temperature than the bending term.

\emph{Straightness.} A segment of length $\ell$ bent uniformly through an angle $\Delta\theta$ costs $D\Delta\theta^2/2\ell$. Classical equipartition gives $\langle\Delta\theta^2\rangle=k_BT\ell/D$ for each of the two bending planes, so a harmonic theory about a straight line needs $L\ll D/k_BT$. At 1 K this length is 102 $\mu$m, and a tube of 1 $\mu$m satisfies the condition.
